# Linear-scaling dc conductivity from mean-square spreading of random-phase states, part 1

(Sections cited here and not found follow in the second part.)

**Two solvable cases.** Hartree atomic units are used throughout ($\hbar=e=m_e=1$). Take an infinite clean chain with spacing $a$ and hopping $-\gamma$. Its eigenstates are plane waves with $\varepsilon_k=-2\gamma\cos ka$. The velocity operator $V=i[H,X]$ is diagonal in them, with $v_k=d\varepsilon_k/dk=2\gamma a\sin ka$, so $[V,H]=0$. The Heisenberg equation $\dot X(t)=V(t)$, with $X(t)=U^\dagger XU$ and $U=e^{-iHt}$, then integrates to $X(t)-X=Vt$. The squared displacement averaged over states of energy $E$ is $v^2t^2$ at all times, with $v^2=a^2(4\gamma^2-E^2)$.

Now cut out two sites, at $\pm a/2$. The eigenstates $(1,\pm1)/\sqrt2$ are split by $2\gamma$, the diagonal elements of $X$ vanish and $X_{+-}=a/2$. Since $X(t)_{+-}=e^{\pm2i\gamma t}X_{+-}$, either state has $\langle(X(t)-X)^2\rangle=(a^2/4)|e^{2i\gamma t}-1|^2=a^2\sin^2\gamma t$. The displacement is bounded, and its time average $a^2/2$ is twice the position variance $a^2/4$ of the eigenstate. Diffusion, with displacement squared growing as $t$, lies between these cases, and its slope gives the dc conductivity.

**The quantity to be computed.** The electrons are independent, $H$ is a real sparse matrix on $N$ sites in a volume $\Omega$, and spin gives a factor 2. A field $\mathcal E\cos\omega t$ along $x$ adds $\mathcal EX\cos\omega t$ to $H$. Its component $\tfrac12\mathcal EXe^{-i\omega t}$ drives $n\to m$ at the golden-rule rate $2\pi\,\tfrac14\mathcal E^2|X_{mn}|^2\delta(\omega_{mn}-\omega)$, with $\omega_{mn}=E_m-E_n$. Weighting by the occupation difference $f_n-f_m$ (absorption minus emission), by the quantum $\omega$ and by the spin factor, and equating the result to the Joule power $\tfrac12\sigma\mathcal E^2\Omega$, gives $\sigma(\omega)=(2\pi\omega/\Omega)\sum(f_n-f_m)|X_{mn}|^2\delta(\omega_{mn}-\omega)$. From $V=i[H,X]$ follows $V_{mn}=i\omega_{mn}X_{mn}$, so $|X_{mn}|^2=|V_{mn}|^2/\omega^2$ on the delta function. As $\omega\to0$, $(f_n-f_m)/\omega\to-f'(E_n)$, a normalized peak at the chemical potential. Writing $g(E-E_n)\equiv g_n$ for any normalized peak centred at $E$, the Kubo–Greenwood conductivity is
$$\sigma(E)=\frac{2\pi}{\Omega}\sum_{mn}g_n|V_{mn}|^2\delta(\omega_{mn}).\tag{1}$$
The choice $g=-f'$ gives finite temperature. Here $g$ is a Gaussian of standard deviation $\eta$, and (1) is the zero-temperature conductivity convolved with it. The delta function has a meaning once the spectrum is dense, that is for $N\to\infty$. Direct evaluation of (1) needs the eigenvectors in the energy range covered by $g$, a fixed fraction of all $N$, and dense diagonalization costs of order $N^3$.

**Spreading and the commutator.** With $g\equiv g(E-H)$, define
$$\Delta X^2(E,t)=\frac{\mathrm{Tr}[g\,W^2]}{\mathrm{Tr}\,g},\quad W(t)=X(t)-X,\quad D(E,t)=\tfrac12\partial_t\Delta X^2,$$
and the density of states per spin $\rho=\mathrm{Tr}\,g/\Omega$. Let $Y(t)=[X,U(t)]$. Then $U^\dagger Y=U^\dagger XU-X=W$, so $Y=UW$. Because $W$ is Hermitian and $U^\dagger gU=g$, we have $Y^\dagger gY=WgW$, and cyclicity of the trace gives
$$\mathrm{Tr}[gW^2]=\mathrm{Tr}[Y^\dagger gY].\tag{2}$$
In this form one vector $\chi=Y\phi$ serves both sides: $\langle\phi|Y^\dagger gY|\phi\rangle=\langle\chi|g|\chi\rangle$.

The equation of motion of $Y$ follows from $i\partial_tU=HU$ and the product rule for commutators:
$$i\partial_tY=[X,HU]=CU+HY,\qquad C=[X,H]=iV,\qquad Y(0)=0.\tag{3}$$
Hence $\partial_t(U^\dagger Y)=U^\dagger(iHY)+U^\dagger(-iHY-iCU)=U^\dagger VU$, using $-iC=V$, and $W(t)=\int_0^tV(\tau)d\tau$.

Insert this twice in $\mathrm{Tr}[gW^2]$. Since $g$ commutes with $U$, $\mathrm{Tr}[gV(\tau_1)V(\tau_2)]=\mathrm{Tr}[gV(\tau_1-\tau_2)V]\equiv c(\tau_1-\tau_2)\mathrm{Tr}\,g$, and Hermitian conjugation gives $c(-\tau)=c(\tau)^*$. In the square $0<\tau_{1,2}<t$ the difference $\pm\tau$ occurs on a segment of length $t-\tau$, so
$$\Delta X^2=2\int_0^t(t-\tau)\,\mathrm{Re}\,c(\tau)\,d\tau,\qquad D(t)=\int_0^t\mathrm{Re}\,c(\tau)\,d\tau.\tag{4}$$

In the eigenbasis $V(\tau)_{mn}=e^{i\omega\tau}V_{mn}$, with $\omega\equiv\omega_{mn}$, so $W_{mn}=V_{mn}(e^{i\omega t}-1)/(i\omega)$. With $|e^{i\omega t}-1|^2=4\sin^2(\omega t/2)$,
$$F(t)\equiv\mathrm{Tr}[Y^\dagger gY]=\sum_{mn}g_n|V_{mn}|^2\frac{4\sin^2(\omega t/2)}{\omega^2},\tag{5}$$
where a term with $\omega=0$ takes its limit $t^2$. Differentiating, $\tfrac12F'=\sum g_n|V_{mn}|^2\sin(\omega t)/\omega$. The kernel $\sin(\omega t)/\omega$ has area $\pi$ and width $1/t$. If the weight $g_n|V_{mn}|^2$ per unit volume becomes a smooth function of $\omega$ for $N\to\infty$, the kernel acts on it as $\pi\delta(\omega)$ for $t\to\infty$, and (1) becomes $\sigma=F'/\Omega$. With $F=\rho\Omega\,\Delta X^2$,
$$\sigma(E)=2\rho(E)\lim_{t\to\infty}\lim_{N\to\infty}D(E,t).\tag{6}$$
A version of this holds as an identity in a finite sample. Since $\lambda\int_0^\infty e^{-\lambda t}\sin(\omega t)\,dt/\omega=\lambda/(\omega^2+\lambda^2)$, and integration by parts with $F(0)=0$ turns $F'$ into $\lambda F$,
$$\frac{\lambda^2}{2}\int_0^\infty e^{-\lambda t}F(t)\,dt=\sum_{mn}g_n|V_{mn}|^2\frac{\lambda}{\omega^2+\lambda^2},\tag{7}$$
which is the sum in (1) with $\pi\delta(\omega)$ broadened to a Lorentzian.

**Periodic cells and the order of limits.** On a ring $X$ is multivalued, but $C_{ij}=d_{ij}H_{ij}$ is defined when $d_{ij}$ is the $x$ component of the bond vector from $j$ to $i$. Equation (3) contains $C$ alone and is taken as the definition of $Y$. To see what it means, twist the hoppings, $H(k)_{ij}=H_{ij}e^{-ikd_{ij}}$, so that $H'(0)=-iC=V$. Differentiating $i\partial_tU=H(k)U$ with respect to $k$ and multiplying by $i$ shows that $i\partial_kU$ obeys (3), so $Y=i\partial_kU|_{k=0}$. Equations (4), (5) and (7) follow with $W=U^\dagger Y$, the displacement counted along the path, windings included.

For real $H$ the matrix $C$ is real and antisymmetric, and a nondegenerate eigenvector $q$ is real, so $V_{nn}=-iq^TCq=0$. Every remaining term of (5) is then bounded by $4g_n|V_{mn}|^2/\omega^2$, and $F$ is bounded in any finite sample without degenerate levels. Taking $t\to\infty$ first gives a time-averaged $D$ of zero even for a metal. The discreteness is resolved when $2\pi/t$ reaches the level spacing $1/\rho\Omega$, at the Heisenberg time $t_H=2\pi\rho\Omega$. The clean ring escapes the bound because $k$ and $-k$ are degenerate.

**Propagation.** Let $\phi(t)=U\phi_0$ and $\chi(t)=Y\phi_0$. Equation (3) says that the stacked vector $(\phi,\chi)$ evolves under a block matrix. Choose $s\ge\|H\|$; for a $d$-dimensional hypercubic lattice with site energies in $[-w/2,w/2]$ the row-sum bound is $2d\gamma+w/2$, and $s$ is taken one percent above it. With $\tilde H=H/s$, $\tilde C=C/s$,
$$i\partial_t\begin{pmatrix}\phi\\\chi\end{pmatrix}=sK\begin{pmatrix}\phi\\\chi\end{pmatrix},\qquad K=\begin{pmatrix}\tilde H&0\\\tilde C&\tilde H\end{pmatrix}.$$
The Jacobi–Anger expansion, with $x=\cos\theta$ and Chebyshev polynomials $T_n(x)=\cos n\theta$, reads $e^{-i\tau x}=\sum_n(2-\delta_{n0})(-i)^nJ_n(\tau)T_n(x)$. For a step $\Delta$ put $\tau=s\Delta$ and $x\to K$. The recursion $T_{n+1}=2xT_n-T_{n-1}$ on $(a_n,b_n)=T_n(K)(\phi,\chi)$ is
$$a_{n+1}=2\tilde Ha_n-a_{n-1},\qquad b_{n+1}=2\tilde Ca_n+2\tilde Hb_n-b_{n-1},\tag{8}$$
started from $a_0=\phi$, $a_1=\tilde H\phi$, $b_0=\chi$, $b_1=\tilde C\phi+\tilde H\chi$. Commuting the Chebyshev recursion with $X$ gives $[X,T_{n+1}]=2\tilde CT_n+2\tilde H[X,T_n]-[X,T_{n-1}]$, so by induction $b_n=[X,T_n]\phi+T_n\chi$. Summing the series yields $\chi(t+\Delta)=[X,U(\Delta)]\phi(t)+U(\Delta)\chi(t)$, the product rule for $U(t+\Delta)=U(\Delta)U(t)$. Steps may have any length and need not be equal.

The matrix $K$ is not Hermitian, so the growth of $b_n$ must be bounded. The homogeneous recursion started from $(0,u)$ has the solution $\mathcal U_{n-1}(\tilde H)u$, where $\mathcal U_{j}(\cos\theta)=\sin[(j+1)\theta]/\sin\theta$ and $|\mathcal U_j|\le j+1$. For $\chi=0$ the starting value $\tilde Ca_0$ contributes at most $n\|\tilde C\|\|\phi\|$ to $b_n$. The source $2\tilde Ca_j$ enters at $b_{j+1}$ and contributes at most $2(n-j)\|\tilde C\|\|\phi\|$, since $\|a_j\|\le\|\phi\|$. Adding, $n+2\sum_{j=1}^{n-1}(n-j)=n^2$, so $\|[X,T_n]\|\le n^2\|\tilde C\|$. With $|J_n(\tau)|\le(\tau/2)^n/n!$, the truncation error of $\chi$ after order $n_0$ is at most $2\sum_{n>n_0}(n^2\|\tilde C\|\|\phi\|+\|\chi\|)|J_n|$, which falls faster than any exponential. The series is cut at order $\tau+10\tau^{1/3}+15$, or earlier where $|J_n|<10^{-15}$. This order depends on $s\Delta$ and not on $N$. If $s<\|H\|$, some eigenvalue has $|x|>1$, $T_n$ grows exponentially there, and these bounds fail.

**Energy resolution.** Expand $g(E-sx)=\sum_{m<M}c_m(E)T_m(x)$, with $c_m=(2-\delta_{m0})\pi^{-1}\int_0^\pi g(E-s\cos\theta)\cos m\theta\,d\theta$, evaluated by the midpoint rule on $4M$ points. Then $\langle\chi|g|\chi\rangle=\sum c_m\mu_m$ with $\mu_m=\langle\chi|T_m(\tilde H)|\chi\rangle$. The moments do not depend on $E$, so one set serves all energies. The identities $T_{2n}=2T_n^2-1$ and $T_{2n+1}=2T_{n+1}T_n-T_1$, from $2\cos\alpha\cos\beta=\cos(\alpha+\beta)+\cos(\alpha-\beta)$, give $\mu_{2n}=2\langle u_n|u_n\rangle-\mu_0$ and $\mu_{2n+1}=2\langle u_{n+1}|u_n\rangle-\mu_1$ with $u_n=T_n\chi$: two moments per matrix product. Near $\cos\theta_0=E/s$, to leading order in $\eta/s$, the filter is a Gaussian in $\theta$ of width $\eta/(s\sin\theta_0)\ge\eta/s$, so $c_m$ decays roughly as $e^{-m^2\eta^2/2s^2}$, and $M\approx7s/\eta$ would leave $e^{-24.5}$. This is an estimate and not a bound. At $E=0$, $\cos^2\theta=(1+\cos2\theta)/2$ gives $|c_{2j}|\propto I_j(s^2/4\eta^2)$ for $j\ge1$, a modified Bessel function whose far tail falls more slowly. The first omitted coefficient, relative to the largest, is about $e^{-24}$ for the cube below and $e^{-19}$ for the clean ring, still negligible.

**Random phases.** Let $\phi_j=e^{i\theta_j}$ with independent uniform phases, and $A$ Hermitian. Then $\phi^\dagger A\phi=\mathrm{Tr}A+\sum_{i\ne j}A_{ij}e^{i(\theta_j-\theta_i)}$. The second sum averages to zero. In its square, a product of the terms $(i,j)$ and $(k,l)$ survives averaging when all phases cancel, which requires $k=j$, $l=i$. Therefore
$$\langle\phi^\dagger A\phi\rangle=\mathrm{Tr}A,\qquad\mathrm{Var}=\sum_{i\ne j}A_{ij}A_{ji}=\sum_{i\ne j}|A_{ij}|^2.\tag{9}$$
Such a state fills the sample. It is a trace estimator and not a localized packet; the localized object is each column of $Y$. At fixed $t$ and $\eta$, $A=Y^\dagger gY$ is built from polynomials of fixed degree in nearest-neighbour matrices, so each row has an $N$-independent number of entries of $N$-independent size. Both $\mathrm{Tr}A$ and the variance grow as $N$, and the error of an average over $R$ vectors, relative to $\mathrm{Tr}A$, scales as $(NR)^{-1/2}$. The estimate of $\Delta X^2$ is a ratio $n/d$ of two such averages. Expanding to second order in the fluctuations gives the relative bias $\mathrm{Var}\,d/\bar d^2-\mathrm{Cov}(n,d)/\bar n\bar d$, of order $1/NR$ and small against the noise. Increasing $R$ converges to the trace for the given sample; scatter between disorder samples is reduced by $N$, or by averaging samples.

The cost is the number of products times the nonzeros per site times $NR$. It is linear in $N$ at fixed $t$, $\eta$ and $R$. The system must be large enough for the chosen $t$, so the cost of reaching the limit (6) grows faster than linearly in $t$.

The dc conductivity has been tied to the long-time growth of the squared displacement, which can be computed without eigenvectors at a cost linear in $N$ for fixed $t$, $\eta$ and $R$. It remains to distinguish ballistic, diffusive and localized spreading, to check the identities numerically, and to apply the method to a clean ring, a disordered cube and a localized chain.
